# Why the logarithmic-derivative error of pseudized hydrogen 2s starts linear, quadratic, cubic

## Question

I am pseudizing the hydrogen 2s state with a core radius $R=5$ bohr. Inside $R$ I replace the orbital by a nodeless function that joins the true one at $R$ with the same value, slope and curvature, and I invert the radial equation to get the pseudopotential. Then I compare the logarithmic derivatives $L(E)=u'(R)/u(R)$ of the two potentials near the reference energy $E_0=-1/8$ hartree.

The exercise says that the error should grow as the first power of $E-E_0$ for this construction, as the second power if the norm inside $R$ is also conserved, and as the third power with "extended" norm conservation. I have two problems.

1. I can see that norm conservation fixes $dL/dE$. I don't see which integral the extended condition has to match, or why one more integral gains one more power.
2. My numbers for the first case don't look linear. Going from $|E-E_0|=0.02$ to $0.04$ hartree, I find a growth exponent of 1.42 above $E_0$ and 0.63 below it. Is my pseudopotential wrong?

## Answer

Your exponents are not a sign of an error: a correctly built plain pseudopotential, constructed below, gives the same 1.42 and 0.63. The three powers are leading terms for small $E-E_0$, and your energies are too far out to see the first of them cleanly. Both points follow from the Taylor series of $L(E)$.

### An exact identity for L

I use Hartree atomic units and $l=0$. The regular radial function obeys $u(0)=0$ and

$$u''=2(V-E)u .$$

Since $L$ does not depend on the scale of $u$, choose the scale so that the function equals one at $R$ for every energy:

$$\varphi(r,E)=\frac{u(r,E)}{u(R,E)},\qquad \varphi(R,E)=1,\qquad \varphi'(R,E)=L(E).$$

This requires $u(R,E)\neq0$; where $u(R,E)=0$, $L$ has a pole. Write $\varphi_E$ and $\varphi_0$ for the functions at $E$ and $E_0$, and $e=E-E_0$. Then

$$\frac{d}{dr}\left(\varphi_0\varphi_E'-\varphi_E\varphi_0'\right)=\varphi_0\varphi_E''-\varphi_E\varphi_0''=2(V-E)\varphi_0\varphi_E-2(V-E_0)\varphi_0\varphi_E=-2e\,\varphi_0\varphi_E .$$

Integrate from 0 to $R$. The bracket vanishes at the origin, where both functions vanish, and equals $L(E)-L(E_0)$ at $R$. Hence

$$L(E)-L(E_0)=-2e\int_0^R\varphi_0\,\varphi_E\,dr. \tag{1}$$

The potential has dropped out, so (1) holds for the Coulomb potential and for any fixed, local pseudopotential alike.

### The three integrals

Let a dot mean $\partial/\partial E$ at $E_0$. Because $\varphi(R,E)=1$ at all energies, $\dot\varphi(R)=0$. Insert $\varphi_E=\varphi+e\dot\varphi+\tfrac12e^2\ddot\varphi+\dots$ into (1), with all integrals running from 0 to $R$:

$$L(E)=L(E_0)-2e\int\varphi^2-2e^2\int\varphi\dot\varphi-e^3\int\varphi\ddot\varphi+\dots \tag{2}$$

The last integral can be simplified. Any energy may serve as the reference in (1), so $L'(E)=-2\int\varphi(r,E)^2dr$ at every $E$ away from a pole. Two more derivatives give

$$L'''=-4\int\dot\varphi^2-4\int\varphi\ddot\varphi ,$$

while the cubic term of (2) says $L'''/6=-\int\varphi\ddot\varphi$, that is, $L'''=-6\int\varphi\ddot\varphi$. Equating the two gives $\int\varphi\ddot\varphi=2\int\dot\varphi^2$. With

$$N=\int\varphi^2,\qquad M=\int\varphi\dot\varphi,\qquad K=\int\dot\varphi^2,$$

the series becomes

$$L(E)=L(E_0)-2Ne-2Me^2-2Ke^3+O(e^4). \tag{3}$$

Write (3) for both potentials and subtract. The constants cancel because the slopes match at $E_0$. With $\Delta$ meaning pseudo minus all-electron, the error is

$$D(e)=L_{\rm ps}-L_{\rm ae}=d_1e+d_2e^2+d_3e^3+\dots,\qquad d_1=-2\Delta N,\quad d_2=-2\Delta M,\quad d_3=-2\Delta K. \tag{4}$$

This answers your first question. Norm conservation sets $\Delta N=0$ and removes the linear term. The extended condition sets $\Delta M=0$ as well and removes the quadratic term. Matching $M$ without $N$ would leave the linear term in place. The stated powers also need the first surviving coefficient to be nonzero, which has to be checked for each case.

The error in scattering has the same power. Outside $R$ the two potentials agree, so both outer solutions have the form $f-tg$ with the same independent solutions $f,g$. The condition $(f'-tg')=L(f-tg)$ at $R$ gives

$$t=\frac{f'-Lf}{g'-Lg},\qquad \frac{dt}{dL}=\frac{gf'-fg'}{(g'-Lg)^2}.$$

The numerator is a Wronskian of independent solutions and is nonzero. If $g$ is chosen so that $g'-Lg\ne0$ near $E_0$, a small error $D$ therefore produces an error in the mixing ratio $t$ proportional to $D$ at leading order.

### Evaluating M for a nodeless function

To impose the extended condition you need $M$ for a trial pseudo-orbital. Differentiating the radial equation with respect to $E$ gives $\dot\varphi''=2(V-E)\dot\varphi-2\varphi$, so

$$(\varphi\dot\varphi'-\dot\varphi\varphi')'=\varphi\dot\varphi''-\dot\varphi\varphi''=-2\varphi^2 .$$

Let $Q(r)=\int_0^r\varphi^2dr'$. Integrating from the origin and dividing by $\varphi^2$, which is allowed because $\varphi$ has no node for $0<r\le R$,

$$\left(\frac{\dot\varphi}{\varphi}\right)'=-\frac{2Q}{\varphi^2}\quad\Rightarrow\quad G(r)\equiv\frac{\dot\varphi}{\varphi}=2\int_r^R\frac{Q}{\varphi^2}\,dr',$$

where $\dot\varphi(R)=0$ fixed the constant. Now integrate by parts, using $\varphi^2=Q'$:

$$M=\int_0^R Q'G\,dr=\big[QG\big]_0^R-\int_0^RQG'\,dr=2\int_0^R\frac{Q^2}{\varphi^2}\,dr. \tag{5}$$

The boundary term vanishes since $G(R)=0$, $Q(0)=0$ and $G(0)$ is finite: near the origin $\varphi\propto r$, so $Q/\varphi^2\to r/3$.

The true 2s function has a node at $r=2$ bohr, so (5) cannot be used for it as it stands. Its $\dot\varphi$ comes from the regular Coulomb function at neighbouring energies. With $\kappa=\sqrt{-2E}$, put $u=re^{-\kappa r}w$ into $u''=(\kappa^2-2/r)u$. This leaves $rw''+2(1-\kappa r)w'+(2-2\kappa)w=0$. In the variable $z=2\kappa r$, after division by $2\kappa$, it is Kummer's equation

$$z\,w_{zz}+(2-z)\,w_z-(1-1/\kappa)\,w=0,$$

so $u=re^{-\kappa r}M(1-1/\kappa,\,2,\,2\kappa r)$, where this $M(a,b,z)$ is Kummer's function, not the integral $M$. At $\kappa=1/2$ it reduces to $r(1-r/2)e^{-r/2}$, the 2s orbital.

### The pseudo-orbitals

Take, for $r\le R$,

$$\varphi=\frac rR\,e^{p(y)},\qquad p=c_1y+c_2y^2+Ay^3+By^4,\qquad y=1-\frac{r^2}{R^2}.$$

This is nodeless and equals one at $R$. With $dy/dr=-2r/R^2$,

$$(\ln\varphi)'=\frac1r-\frac{2r}{R^2}p_y,\qquad(\ln\varphi)''=-\frac1{r^2}-\frac2{R^2}p_y+\frac{4r^2}{R^4}p_{yy}. \tag{6}$$

At $R$ we have $y=0$, $p_y=c_1$ and $p_{yy}=2c_2$. The slope condition is $L_0=(1-2c_1)/R$, where $L_0=L(E_0)$. Since $(\ln\varphi)''=\varphi''/\varphi-L_0^2$ there, the curvature condition is $R^2(\varphi''/\varphi-L_0^2)=-1-2c_1+8c_2$.

For 2s at $R=5$,

$$L_0=\frac{1-R}{R-R^2/2}-\frac12=\frac{-4}{-7.5}-0.5=0.03333,\qquad \frac{\varphi''}{\varphi}=2\left(-\frac15+\frac18\right)=-0.15,$$

and therefore

$$c_1=\frac{1-0.16667}{2}=0.41667,\qquad c_2=\frac{25(-0.15-0.00111)+1+0.83333}{8}=-0.24306 .$$

The terms $Ay^3$ and $By^4$ do not affect value, slope or curvature at $R$, so $A$ and $B$ are free for the integral conditions:

- plain: $A=B=0$;
- norm-conserving: $B=0$, with $A=-0.4258$ from $\Delta N=0$;
- extended: $A=1.8380$ and $B=-3.4186$ from $\Delta N=\Delta M=0$.

The last pair is found by solving $\Delta N=0$ for $B$ at each trial $A$, then varying $A$ until $\Delta M=0$. These are nonlinear equations, and a solution is not guaranteed for every $R$ and every functional form.

The potential is $V_{\rm ps}=E_0+\varphi''/(2\varphi)$. Adding $(\ln\varphi)''$ and the square of $(\ln\varphi)'$ from (6), the $1/r^2$ terms cancel:

$$V_{\rm ps}=E_0+\frac1{2R^2}\left[-6p_y+\frac{4r^2}{R^2}\left(p_{yy}+p_y^2\right)\right].$$

It is finite at the origin, and the matched curvature makes it join $-1/r$ continuously at $R$. Its value at the origin is $-0.117$, $0.037$ and $0.863$ hartree in the three cases. Within this family, the extended condition is met by a potential that is much more repulsive near the origin, the deepest of the three between about 2.8 and 4.2 bohr, and the shallowest just inside $R$. At $r=3.5$ bohr the three values are $-0.163$, $-0.174$ and $-0.315$ hartree; at $r=4.5$ bohr they are $-0.189$, $-0.216$ and $-0.156$ hartree.

### Predicted coefficients

The integrals, in powers of bohr and hartree, are:

| | $N$ | $M$ | $K$ |
|---|---|---|---|
| all-electron | 1.8414 | 4.9947 | 18.406 |
| plain | 2.0938 | 8.3724 | 44.856 |
| norm | 1.8414 | 5.6868 | 23.809 |
| extended | 1.8414 | 4.9947 | 17.299 |

From (4), the leading coefficients are

$$\begin{aligned}
\text{plain:}\quad d_1&=-2(2.0938-1.8414)=-0.505,\\
\text{norm:}\quad d_2&=-2(5.6868-4.9947)=-1.384,\\
\text{extended:}\quad d_3&=-2(17.299-18.406)=+2.21,
\end{aligned}$$

where $d_n$ is in bohr$^{-1}$ hartree$^{-n}$. None vanishes, so the three powers should appear.

### The numerical errors

Once $A$ and $B$ are fixed, the errors below are evaluated without these integrals. $L_{\rm ps}$ comes from integrating the radial equation outward in $V_{\rm ps}$, and $L_{\rm ae}$ from the Coulomb function. The entries are $D$ in bohr$^{-1}$, with $e$ in hartree.

| $e$ | plain | norm | extended |
|---|---|---|---|
| $-0.0050$ | $2.362\times10^{-3}$ | $-3.330\times10^{-5}$ | $-2.691\times10^{-7}$ |
| $-0.0025$ | $1.221\times10^{-3}$ | $-8.486\times10^{-6}$ | $-3.409\times10^{-8}$ |
| $+0.0025$ | $-1.305\times10^{-3}$ | $-8.824\times10^{-6}$ | $3.506\times10^{-8}$ |
| $+0.0050$ | $-2.700\times10^{-3}$ | $-3.601\times10^{-5}$ | $2.845\times10^{-7}$ |

The signs already show the parity: the plain and extended errors change sign at $E_0$, and the norm-conserving error does not.

To read off the power, remove the first correction. If $D=d_ne^n(1+\alpha e+\beta e^2+\dots)$, then

$$|D(e)D(-e)|=d_n^2e^{2n}\left[1+(2\beta-\alpha^2)e^2+\dots\right],$$

so the geometric mean of the two errors has no correction linear in $e$. When $|e|$ doubles from 0.0025 to 0.005 hartree, the base-2 logarithm of the growth of this mean is

$$1.0004,\qquad 2.0006,\qquad 3.0005 .$$

The coefficients can be read off in a similar way. Adding or subtracting the errors at $\pm e$ removes the next power. At $|e|=0.0025$ hartree,

$$\begin{aligned}
d_1&\approx\frac{D(e)-D(-e)}{2e}=\frac{(-1.3054-1.2209)\times10^{-3}}{0.005}=-0.505,\\
d_2&\approx\frac{D(e)+D(-e)}{2e^2}=\frac{(-8.824-8.486)\times10^{-6}}{1.25\times10^{-5}}=-1.385,\\
d_3&\approx\frac{D(e)-D(-e)}{2e^3}=\frac{(3.506+3.409)\times10^{-8}}{3.125\times10^{-8}}=2.21 .
\end{aligned}$$

They agree with the predictions to better than 0.1%. The numerical check asserts the powers to within 0.03 and the coefficients to within 1%.

### Why your exponents were 1.42 and 0.63

For the plain case the table of integrals also gives the next coefficient, $d_2=-2(8.3724-4.9947)=-6.76$. The quadratic term is as large as the linear one at

$$|e|=\frac{0.505}{6.76}\approx0.075\ \text{hartree}.$$

At $|e|=0.04$ hartree it is already about half the linear term. The two terms have the same sign for $e>0$, so the error there grows faster than linearly. They have opposite signs for $e<0$, where it grows more slowly. For the plain potential built above, the computed errors at $e=0.02$ and $0.04$ are $-0.01329$ and $-0.03563$, which give $\log_2 2.68=1.42$. On the other side, $0.00777$ and $0.01203$ give $\log_2 1.55=0.63$. The quadratic term sets the direction of the deviation but not its full size. With $d_1$ and $d_2$ alone the two exponents would be 1.28 and 0.34. Adding the cubic term, $d_3=-2(44.856-18.406)=-52.9$, gives 1.38 and 0.71, and the rest comes from higher orders. The geometric mean over both sides gives 1.03 for the same doubling.

The hydrogen 3s energy, $-1/18$ hartree, shows what this means at a larger distance. There $e=0.0694$ hartree and $L_{\rm ae}=-0.287$ bohr$^{-1}$.

| | leading term | actual $D$ | $\lvert D/L_{\rm ae}\rvert$ |
|---|---|---|---|
| plain | $-0.035$ | $-0.100$ | 35% |
| norm | $-0.0067$ | $-0.0130$ | 4.5% |
| extended | $0.00074$ | $0.00120$ | 0.42% |

The leading terms are too small by factors of about 2.9, 1.9 and 1.6, so they should not be used as error estimates this far out. In this example each added condition still reduces the error by a large factor, about 8 for norm conservation and about 11 for the extended condition. The powers alone do not promise such a gain at finite $e$: it also depends on the coefficients, and the series converges only out to the nearest pole of either logarithmic derivative. Here the nearest poles lie at $e\approx0.18$, $0.23$ and $0.27$ hartree in the three cases (the last is the all-electron pole), so the 3s energy is inside the range of convergence and the shortfall of the leading terms comes from the omitted higher orders.

## Table of computed values

```
core radius R = 5.0 bohr; reference E0 = -0.125 hartree
L(E0) = 0.033333 1/bohr; u''/u at R = -0.1500 1/bohr^2
matching parameters c1 = 0.416667, c2 = -0.243056 (no unit)
N in bohr, M in bohr/hartree, K in bohr/hartree^2
all-electron N, M, K = 1.841357, 4.994672, 18.405602
all-electron Taylor coefficients of L, orders 1, 2, 3
  (1/bohr/hartree^n) = -3.682714, -9.989345, -36.811203
plain: A = 0.000000, B = 0.000000 (no unit)
  V_ps(0) = -0.11667 hartree
  N, M, K = 2.093818, 8.372428, 44.855500
norm: A = -0.425813, B = 0.000000 (no unit)
  V_ps(0) = 0.03663 hartree
  N, M, K = 1.841357, 5.686836, 23.808849
extended: A = 1.837978, B = -3.418640 (no unit)
  V_ps(0) = 0.86261 hartree
  N, M, K = 1.841357, 4.994672, 17.299477
error L_ps - L_ae in 1/bohr; e in hartree
      e        plain         norm     extended
 -0.0400   1.2032e-02  -1.6753e-03  -1.1635e-04
 -0.0200   7.7678e-03  -4.7774e-04  -1.5940e-05
 -0.0100   4.4231e-03  -1.2832e-04  -2.0960e-06
 -0.0050   2.3621e-03  -3.3302e-05  -2.6905e-07
 -0.0025   1.2209e-03  -8.4860e-06  -3.4092e-08
  0.0025  -1.3054e-03  -8.8238e-06   3.5055e-08
  0.0050  -2.7003e-03  -3.6006e-05   2.8447e-07
  0.0100  -5.7815e-03  -1.5001e-04   2.3432e-06
  0.0200  -1.3290e-02  -6.5327e-04   1.9928e-05
  0.0400  -3.5628e-02  -3.1452e-03   1.8234e-04
local power from |e| to 2|e|, geometric mean of both signs
|e| (hartree)  plain   norm  extended
  0.0025     1.0004  2.0006  3.0005
  0.0050     1.0017  2.0024  3.0019
  0.0100     1.0066  2.0096  3.0076
  0.0200     1.0269  2.0388  3.0307
leading coefficients, measured at |e| = 0.0025 hartree
plain: d1 predicted -0.50492, measured -0.50525 1/bohr/hartree^1
norm: d2 predicted -1.38433, measured -1.38478 1/bohr/hartree^2
extended: d3 predicted 2.21225, measured 2.21271 1/bohr/hartree^3
3s energy = -0.055556 hartree; e = 0.069444 hartree
all-electron L at 3s energy = -0.287179 1/bohr
  error at 3s energy, plain: -1.0007e-01 1/bohr
  error at 3s energy, norm: -1.3009e-02 1/bohr
  error at 3s energy, extended: 1.2014e-03 1/bohr
```
